# Image-Force Lowering of a Schottky Barrier in Silicon

## Problem

A flat nickel silicide contact lies on n-type (100) silicon at 300 K. Reverse bias produces a field of magnitude $E=10^7$ V/m, or 0.1 MV/cm, at the contact. It pushes electrons in the silicon away from the metal. The relative permittivity of silicon is $\varepsilon_r=11.7$. Without the image force, the conduction-band edge at the contact lies $\Phi_B=0.70$ eV above the metal Fermi level, a rough value for this contact. The donor density is chosen as $N=10^{16}$ cm$^{-3}$.

(a) Find the force and the potential energy of an electron at distance $x$ from the metal that result from the charge it induces there.

(b) Add the applied field. Find where the barrier has its top and by how much the top lies below $\Phi_B$.

(c) Evaluate both results.

(d) By what factor does the lowering raise the thermionic emission current from the metal, at 300 K and at 400 K?

(e) What reverse bias produces the stated field, and what is the lowering at zero bias?

(f) Estimate the effects left out of the model.

## Solution

Throughout, $q>0$ is the elementary charge, so the electron has charge $-q$, and $\varepsilon=\varepsilon_0\varepsilon_r$. The metal fills $x<0$ and the semiconductor fills $x>0$. Energies are electron energies measured from the metal Fermi level.

### (a) The image force

Treat the metal as a perfect conductor with a sharp plane surface, the semiconductor as a uniform linear dielectric, and the electron as a classical point charge. The polarization of the semiconductor is assumed to follow the electron as it moves, so the static permittivity applies.

The equations are linear, so the field of the electron and its induced charge can be found separately from the applied field. For this part the metal surface is at zero potential. Replace the metal by a charge $+q$ at $-x$. A point of the surface at distance $\rho$ from the normal through the electron is equally far from both charges, and the potential there is

$$
\frac{1}{4\pi\varepsilon}\left(\frac{-q}{\sqrt{\rho^2+x^2}}+\frac{+q}{\sqrt{\rho^2+x^2}}\right)=0 .
$$

The boundary condition holds, the potential vanishes far away, and the only charge in the region $x>0$ is the real electron. The potential there is fixed uniquely by these conditions, so the two-charge field is the true field in the semiconductor.

The charges are $2x$ apart and attract each other. The force on the electron, counted positive away from the metal, is therefore

$$
F_{\rm im}(x)=-\frac{q^2}{4\pi\varepsilon(2x)^2}=-\frac{q^2}{16\pi\varepsilon x^2}.
$$

The potential energy, taken as zero at infinite distance, is minus the work done by this force on the way in:

$$
U_{\rm im}(x)=-\int_\infty^x F_{\rm im}(x')\,dx'
=\frac{q^2}{16\pi\varepsilon}\left[-\frac1{x'}\right]_\infty^x
=-\frac{q^2}{16\pi\varepsilon x}.
$$

Two real charges $\pm q$ at separation $2x$ would have the energy $-q^2/(8\pi\varepsilon x)$, twice as large in magnitude. The factor one half arises because the image is not held fixed: it moves as the electron moves, and the force at each $x$ belongs to the separation $2x$.

This result can be tested without an image charge. The charge induced on a large grounded disc was computed numerically from the condition of zero potential on the disc, whose radius was 60 times the electron's distance. The attraction came out as 0.25000 in units of $q^2/(4\pi\varepsilon x^2)$, and the energy as $-0.25000$ in units of $q^2/(4\pi\varepsilon x)$. Both agree with the factor $1/4$ found above. The energy was taken as half the electron's charge times the potential of the induced charge, because that potential grows in proportion to the charge as it is built up. The work done by the numerical force between distances of 1/60 and 1/20 of the disc radius does not use this half, and it agrees with the formula to within 2%.

### (b) The top of the barrier

The field exerts a force $+qE$ on the electron, away from the metal, and so contributes the energy $-qEx$. The field is taken as constant between the contact and the top of the barrier. With the abbreviation $A=q^2/(16\pi\varepsilon)$, the total energy is

$$
U(x)=\Phi_B-qEx-\frac{A}{x}.
$$

Both added terms are negative, so the barrier is lowered at every $x>0$. Near the metal the image term pulls the energy down, and far away the field term does. Between them lies a maximum, where

$$
\frac{dU}{dx}=-qE+\frac{A}{x^2}=0 .
$$

At this point the image attraction balances the push of the field. The positive solution is

$$
x_m=\sqrt{\frac{A}{qE}}=\sqrt{\frac{q}{16\pi\varepsilon E}} .
$$

The second derivative, $-2A/x^3$, is negative for all $x>0$, which confirms a maximum. The lowering is

$$
\Delta\Phi=\Phi_B-U(x_m)=qEx_m+\frac{A}{x_m}.
$$

Since $A=qEx_m^2$, the second term equals the first, and

$$
\Delta\Phi=2qEx_m=\sqrt{4q^2E^2\,\frac{q}{16\pi\varepsilon E}}
=\sqrt{\frac{q^3E}{4\pi\varepsilon_0\varepsilon_r}} .
$$

The lowering grows as the square root of the field. At fixed permittivity, a fourfold field doubles $\Delta\Phi$ and halves $x_m$. As $E\to0$ the lowering vanishes and the top of the barrier moves far from the metal.

The term $-A/x$ has no lower limit as $x\to0$, where the model cannot hold. Neglecting the small field term, $U$ reaches the metal Fermi level at $x\approx A/\Phi_B$. With the value of $A$ found below, this is $30.77/700\approx0.04$ nm, less than an atomic spacing. The divergence thus belongs to a region where neither a sharp metal surface nor a uniform dielectric is a fair description. The top of the barrier lies much farther out.

### (c) Numbers

For $\varepsilon_r=11.7$ the image coefficient is $A=30.77$ meV nm. A field of 0.1 MV/cm changes the electron's energy by $qE=10$ meV per nanometre. Hence

$$
x_m=\sqrt{\frac{30.77\ \text{meV nm}}{10\ \text{meV/nm}}}=1.754\ \text{nm},
$$

$$
\Delta\Phi=2\times10\ \text{meV/nm}\times1.754\ \text{nm}=35.1\ \text{meV}.
$$

The field term and the image term contribute 17.54 meV each. The barrier falls from 0.70 eV to 0.665 eV, which is 5% of its height.

The permittivity in the formula is that of the semiconductor, since the electron and its field are there. With the vacuum permittivity the result would be larger by a factor $\sqrt{11.7}=3.42$, which would give 120 meV in place of 35 meV.

### (d) The emission current

A change of 5% in the barrier matters because the current depends on it exponentially. Consider electrons that cross the plane of the barrier top towards the semiconductor. Let $w$ be the part of their energy that excludes the kinetic energy $\epsilon$ of motion parallel to the contact. Electrons arriving from the metal are distributed according to its Fermi function. In a parabolic band the number of parallel states per unit $\epsilon$ is constant, so their total occupation at given $w$ is proportional to

$$
\int_0^\infty\frac{d\epsilon}{1+e^{(w+\epsilon)/kT}}
=\left[-kT\ln\!\left(1+e^{-(w+\epsilon)/kT}\right)\right]_0^\infty
=kT\ln\!\left(1+e^{-w/kT}\right).
$$

The normal velocity times the density of normal states per unit energy is also constant, because $v\,dk=dw/\hbar$. The current over a barrier with its top at $B$ is therefore proportional to the integral of this logarithm from $B$ upwards. When $B\gg kT$, the exponential is small throughout, $\ln(1+z)\approx z$, and

$$
J\propto\int_B^\infty e^{-w/kT}\,dw=kT\,e^{-B/kT}.
$$

Lowering $B$ from $\Phi_B$ to $\Phi_B-\Delta\Phi$ at fixed temperature multiplies the current by

$$
\frac{J}{J_0}=e^{\Delta\Phi/kT}.
$$

At 300 K, $kT=25.85$ meV and the factor is $e^{35.08/25.85}=3.88$. At 400 K, with the same field and barrier, $kT$ is larger by $4/3$ and the factor is 2.77. The lowering is unchanged in this model, but it is a smaller multiple of the thermal energy. Numerical integration of the full logarithm reproduces the exponential factor to within one part in a million at both temperatures.

Since $\Delta\Phi\propto\sqrt E$, the logarithm of the emission current rises linearly with $\sqrt E$ in this model. The reverse current therefore does not saturate.

### (e) The bias behind the field

Assume that the donors are fully ionized, and that mobile electrons are absent, out to a depth $W$. Gauss's law then gives a field that falls linearly from the contact and vanishes at $W$:

$$
E(x)=\frac{qN}{\varepsilon}(W-x),\qquad E=E(0)=\frac{qNW}{\varepsilon}.
$$

The factor $q/\varepsilon$ follows from the image coefficient, because $A/q=q/(16\pi\varepsilon)$:

$$
\frac q\varepsilon=16\pi\times0.03077\ \text{V nm}=1.547\ \text{V nm}.
$$

The doping is $10^{-5}$ nm$^{-3}$ and the field is 0.01 V/nm, so

$$
W=\frac{0.01}{1.547\times10^{-5}}\ \text{nm}\approx647\ \text{nm}.
$$

The band bending is the area under the triangular field profile:

$$
V_b=\frac{EW}{2}=\frac{0.01\times647}{2}\ \text{V}=3.23\ \text{V}.
$$

To find the bias, the position of the band edge in the undepleted silicon is needed. Let it lie $\xi$ above the Fermi level there. For dilute electrons in six valleys with two spin states, the density is $N=N_ce^{-\xi/kT}$. Each direction contributes a Gaussian integral,

$$
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-\hbar^2k^2/(2mkT)}=\sqrt{\frac{m kT}{2\pi\hbar^2}},
$$

where $k$ in $kT$ is Boltzmann's constant. Two directions have a mass of about 0.19 and one has about 0.92 electron masses. The product of the three factors, times 12, is $N_c=2.74\times10^{19}$ cm$^{-3}$. Then

$$
\xi=kT\ln\frac{N_c}{N}=25.85\ \text{meV}\times\ln(2740)=0.205\ \text{eV}.
$$

The ratio $N/N_c=3.6\times10^{-4}$ is small, so the dilute limit is justified.

A reverse bias $V_R$ lowers the Fermi level of the silicon by $qV_R$ relative to the metal. The band edge then falls from $\Phi_B$ at the contact to $\xi-qV_R$ in the interior, so $qV_b=\Phi_B-\xi+qV_R$ and

$$
V_R=3.23\ \text{V}-(0.70-0.205)\ \text{V}\approx2.7\ \text{V}.
$$

The abrupt edge at $W$ omits the tail of mobile electrons. Including it replaces $V_b$ by $V_b-kT/q$ in the relation between field and bending. This raises $V_R$ from 2.74 V to 2.76 V and reduces the zero-bias lowering found below by about 0.3 meV.

At zero bias the bending is 0.495 V. Eliminating $W$ gives $V_b=\varepsilon E^2/(2qN)$. At fixed doping, therefore, $E\propto V_b^{1/2}$ and $\Delta\Phi\propto V_b^{1/4}$:

$$
\Delta\Phi(0)=35.1\ \text{meV}\times\left(\frac{0.495}{3.23}\right)^{1/4}\approx22\ \text{meV}.
$$

The contact thus has an appreciable lowering without any applied voltage. The reverse bias adds about 13 meV, which raises the one-way emission current from the metal by $e^{13/25.85}\approx1.7$. The factor 3.88 in part (d) compares with a barrier that has no image force at all.

### (f) What the model leaves out

**The fall of the field.** Integrating the linear profile replaces $-qEx$ by $-qEx+qEx^2/(2W)$. The added term is small near the top. Since $U$ is stationary there, the slight shift of the maximum matters only at second order, and the lowering decreases by

$$
\frac{qEx_m^2}{2W}=\frac{17.54\ \text{meV}\times1.754}{2\times647}\approx0.024\ \text{meV}.
$$

A constant field is thus an excellent approximation here. The condition is $x_m\ll W$.

**The position of the image plane.** The surface that acts as the mirror need not coincide with the chosen $x=0$. If it lies a distance $d$ inside the metal, the image energy is $-A/(x+d)$. In a metal that screens linearly, the applied field also penetrates slightly, and its energy outside is $-qE(x+d)$, with the same $d$. Let $\Phi_B$ be the barrier extrapolated to this plane. With $y=x+d$,

$$
U=\Phi_B-qEy-\frac Ay .
$$

This form holds when $d$ is small compared with the distance $y$ of the top. The lowering is then unchanged, and the top is merely a distance $d$ closer to $x=0$. If $\Phi_B$ were instead defined by the field term at $x=0$, the top would lie higher by $qEd$, which is 1 meV for every 0.1 nm of $d$. The value of $d$ depends on the metal and the interface and is not determined here. It need not be small. For a Thomas–Fermi metal with screening length $\lambda$ in contact with the dielectric, $d=\varepsilon_r\lambda$. Then $\lambda=0.05$ nm gives $d\approx0.6$ nm and a shift of reference of about 6 meV. At this size the form above is only approximate, and the lowering from the extrapolated plane is about 34.6 meV. A lowering is thus precise only when the reference for $\Phi_B$ is stated.

**Tunnelling and reflection.** An electron with energy slightly below the top can pass through it, and one slightly above can be reflected. For an energy $u$ below the top, a semiclassical estimate of the transmission is

$$
T(u)=\frac1{1+e^{2\theta(u)}},\qquad
\theta=\int_{x_1}^{x_2}\frac{\sqrt{2m[U(x)-U(x_m)+u]}}{\hbar}\,dx ,
$$

where $x_1$ and $x_2$ are the points at which the square root vanishes. Above the top, where $u<0$, the barrier is replaced by a parabola of the same curvature, for which $2\theta=2\pi u/(\hbar\omega)$. The curvature has magnitude $2A/x_m^3=2qE/x_m$, so $\omega=\sqrt{2qE/(mx_m)}$. The current relative to classical passage is the thermal average $\int T(u)\,e^{u/kT}\,du/kT$.

On a (100) surface, four valleys present the light mass to the barrier and two present the heavy mass. The averages are 1.239 and 1.049 respectively. The number of parallel states in a valley is proportional to the square root of the product of its two parallel masses. The weights are therefore $4\sqrt{0.19\times0.92}$ and $2\times0.19$, and the mean factor is 1.20.

This number cannot be used as a correction to the current. The semiclassical formula requires the local wave number $\kappa$ to vary slowly, so that $|d(1/\kappa)/dx|\ll1$. For the image term alone, $\kappa=\sqrt{2mA/x}/\hbar$, and the derivative is $\sqrt{\hbar^2/(8mAx)}$. It exceeds 1 within about 1.6 nm of the metal for the light mass and within 0.3 nm for the heavy mass. The steep potential there reflects electrons, which the formula ignores. The reflection depends on the electron states of the metal, and it can outweigh the gain from tunnelling and reduce the current.

**Scattering before the top.** An electron that emits or absorbs a phonon between the metal and $x_m$ may return to the metal. For motion along the normal and a rough mean free path of 7 nm, the fraction that reaches the top without scattering is $e^{-1.754/7}=0.78$. If all the others are counted as lost, the current falls as if the lowering were smaller by 6.5 meV. Oblique paths are longer, so for them this estimate of the loss is larger. Electrons scattered just beyond the top can also return to the metal. This loss is small only when the field removes them much faster than the emission velocity, about $5\times10^6$ cm/s here. That is not assured, because the drift velocity in silicon saturates near $10^7$ cm/s.

These last two effects change the current and leave the electrostatic height of the barrier as it was. Their combined size is not determined here, because it requires a wave calculation that includes the metal. The factors in part (d) therefore describe classical passage over the barrier.

**The continuum description.** The top lies about 3.2 lattice constants from the metal, so a bulk permittivity is reasonable but not assured in detail. Because $x_m\propto E^{-1/2}$, the top would come within one lattice constant of the metal at about ten times the present field, near 1 MV/cm. Avalanche breakdown, at roughly 0.4 MV/cm for this doping, would intervene first. The present field is a quarter of that value.

### Comparison with a real contact

The calculation assumes a uniform field over a flat contact. In a real diode this fails at an unprotected edge, where the field crowds. If the local field there were twice the value used here, and nearly constant out to the top of the barrier, the local lowering would be $35.1\sqrt2\approx50$ meV, about 15 meV more than in the middle. The edge would then emit $e^{14.5/25.85}\approx1.8$ times the current density of the middle, for the same $\Phi_B$ and temperature. A barrier height inferred from the total current would mix the two regions. The value of 35 meV is therefore the model's result for the flat interior of the contact, not for its edge.

The model also takes $\Phi_B$ to be independent of the field. At a real interface, charge in states reaching from the metal into the silicon can change with the field and lower the barrier by a further term $q\alpha E$, where $\alpha$ is a length. Each nanometre of $\alpha$ would add 10 meV at the present field. The image force then accounts for only part of the rise of the reverse current with bias, and the factor 1.7 of part (e) is that part alone.

## Calculated quantities

```
INPUTS
field: 0.10 MV/cm = 1.0e+07 V/m
relative permittivity: 11.7
barrier without image force (rough): 0.70 eV
doping (chosen): 1.0e+16 cm^-3
temperature: 300 K, kT: 25.85 meV
IMAGE FORCE FROM INDUCED CHARGE (unit q^2/(4 pi eps x^2))
numerical attraction: 0.25000 (image result 0.25)
numerical energy: -0.25000 q^2/(4 pi eps x)
MAIN RESULT
q^2/(16 pi eps0 eps_r): 30.768 meV nm
peak distance x_m: 1.754 nm
field term q E x_m: 17.54 meV
image term at x_m: 17.54 meV
barrier lowering: 35.08 meV
lowered barrier: 0.665 eV
slip, vacuum permittivity: 120.0 meV
current factor at 300 K: 3.88
current factor at 400 K: 2.77
DEPLETION LAYER
width W: 647 nm
band bending: 3.23 V
band edge above Fermi level in bulk: 0.205 eV
reverse bias: 2.74 V
NEGLECTED EFFECTS
fall of field with depth: -0.024 meV
image plane moved 0.1 nm: 1.00 meV
rough masses, light and heavy: 0.19, 0.92 m_e
tunnelling factor, light mass: 1.239
tunnelling factor, heavy mass: 1.049
tunnelling factor, valley average: 1.204
same as extra lowering of: 4.8 meV
phonon mean free path (rough): 7 nm
fraction reaching peak unscattered: 0.78
same as loss of lowering of: 6.5 meV
effective density of states: 2.74e+19 cm^-3
doping / density of states: 3.6e-04
breakdown field (rough): 0.4 MV/cm
field / breakdown field: 0.25
x_m / lattice constant (rough 0.54 nm): 3.2
```
